# Balmer alpha in a weak electric field: linear Stark intensities: a numerical check

```python
"""Linear Stark pattern of hydrogen Balmer alpha (n=3 -> n=2).

Result under test, equal population of all upper states:
  pi    (|z|^2): 729, 2304, 1681, 1 at displacements +-2, +-3, +-4, +-8
  sigma (|x|^2): 5490 at 0; 1936, 16, 18 at +-1, +-5, +-6
Both totals are 9430 when displaced lines are counted on both sides.
Displacement = 3*k_upper - 2*k_lower, in units (3/2) e a0 F, k = n1 - n2.
n1, n2, m: parabolic quantum numbers; F: field along z; atomic units inside.
"""
import math
from functools import lru_cache
import numpy as np
import sympy as sp
import scipy.constants as sc
from scipy.special import lpmv, eval_genlaguerre
from sympy.physics.hydrogen import R_nl

EXPECTED = {("pi", 2): 729, ("pi", 3): 2304, ("pi", 4): 1681, ("pi", 8): 1,
            ("sigma", 0): 5490, ("sigma", 1): 1936,
            ("sigma", 5): 16, ("sigma", 6): 18}


def states(n):
    """Parabolic states (n1, n2, m) with m >= 0."""
    return [(n1, n - 1 - m - n1, m) for m in range(n) for n1 in range(n - m)]


def multiplicity(m_up, m_lo):
    """Number of transitions related by reversing both signs of m."""
    return 1 if m_up == m_lo == 0 else 2


# ---- Road 1: exact integrals over parabolic wave functions ----
xi, eta = sp.symbols("xi eta", positive=True)


def exponential_integral(expression, decay):
    """Integral of polynomial * exp(-decay*(xi+eta)) over the quadrant."""
    terms = sp.Poly(sp.expand(expression), xi, eta).terms()
    return sum(c * sp.factorial(i) * sp.factorial(j) / decay**(i + j + 2)
               for (i, j), c in terms)


def parabolic_polynomial(n, state):
    n1, n2, m = state
    return (sp.assoc_laguerre(n1, m, xi / n)
            * sp.assoc_laguerre(n2, m, eta / n))


@lru_cache(None)
def parabolic_norm(n, state):
    p = parabolic_polynomial(n, state)
    return exponential_integral(p**2 * (xi * eta)**state[2] * (xi + eta) / 4,
                                sp.Rational(1, n))


def exact_strength(upper, lower):
    """Squared matrix element of z (equal m) or x (m differing by one)."""
    m_up, m_lo = upper[2], lower[2]
    if m_up == m_lo:
        operator = (xi - eta) / 2 * (xi * eta)**m_up
    else:  # rho*cos(phi): the azimuthal average contributes one half
        operator = sp.Rational(1, 2) * (xi * eta)**((m_up + m_lo + 1) // 2)
    integrand = (parabolic_polynomial(3, upper) * parabolic_polynomial(2, lower)
                 * operator * (xi + eta) / 4)
    value = exponential_integral(integrand, sp.Rational(5, 12))
    return value**2 / (parabolic_norm(3, upper) * parabolic_norm(2, lower))


raw = {}
single_upper = {"pi": 0, "sigma": 0}
for up in states(3):
    for lo in states(2):
        if abs(up[2] - lo[2]) > 1:
            continue
        pol = "pi" if up[2] == lo[2] else "sigma"
        shift = 3 * (up[0] - up[1]) - 2 * (lo[0] - lo[1])
        s = multiplicity(up[2], lo[2]) * exact_strength(up, lo)
        raw[pol, shift] = raw.get((pol, shift), 0) + s
        if up == (2, 0, 0):
            single_upper[pol] += s
scale = raw["pi", 8]
unit = sp.sqrt(scale)
assert unit == sp.Rational(3456, 78125)
intensity = {key: value / scale for key, value in raw.items()}
assert {(p, abs(d)) for p, d in intensity} == set(EXPECTED)
for (pol, shift), value in intensity.items():
    assert value == EXPECTED[pol, abs(shift)]
total = {p: sum(v for (q, d), v in intensity.items() if q == p)
         for p in ("pi", "sigma")}
one_side = {p: sum(v for (q, d), v in intensity.items() if q == p and d >= 0)
            for p in ("pi", "sigma")}
single_upper = {p: v / scale for p, v in single_upper.items()}
assert total["pi"] == total["sigma"] == 9430
assert one_side["pi"] != one_side["sigma"]
assert single_upper["pi"] != single_upper["sigma"]

# ---- Road 2: spherical expansion and radial integrals ----
r = sp.symbols("r", positive=True)


@lru_cache(None)
def radial_integral(n_a, l_a, n_b, l_b):
    integrand = sp.expand(R_nl(n_a, l_a, r, 1) * R_nl(n_b, l_b, r, 1) * r**3)
    return float(sp.integrate(integrand, (r, 0, sp.oo)))


q = 5 * float(unit)
radial = {"R(2s,3p)": radial_integral(2, 0, 3, 1),
          "R(2p,3s)": radial_integral(2, 1, 3, 0),
          "R(2p,3d)": radial_integral(2, 1, 3, 2)}
closed_radial = [8 * math.sqrt(3) * q, 3 * math.sqrt(2) * q,
                 48 / math.sqrt(5) * q]
assert np.allclose(list(radial.values()), closed_radial, rtol=1e-12)
for n in (2, 3):
    for l in range(1, n):
        assert abs(radial_integral(n, l, n, l - 1)
                   + 1.5 * n * math.sqrt(n*n - l*l)) < 1e-11

cosine, cosine_weight = np.polynomial.legendre.leggauss(24)


def polar_function(l, m):
    norm = (2*l + 1) / 2 * math.factorial(l - m) / math.factorial(l + m)
    return math.sqrt(norm) * lpmv(m, l, cosine)


@lru_cache(None)
def angular(l_a, m_a, l_b, m_b):
    """Angular element of z/r for equal m, of x/r for m differing by one."""
    factor = cosine if m_a == m_b else 0.5 * np.sqrt(1 - cosine**2)
    return float(np.sum(cosine_weight * factor * polar_function(l_a, m_a)
                        * polar_function(l_b, m_b)))


h, t, s6 = 1 / math.sqrt(2), 1 / math.sqrt(3), 1 / math.sqrt(6)
expansion = {  # (n, k, m): {l: coefficient}
    (2, 1, 0): {0: h, 1: -h}, (2, -1, 0): {0: h, 1: h}, (2, 0, 1): {1: 1.0},
    (3, 2, 0): {0: t, 1: -h, 2: s6}, (3, -2, 0): {0: t, 1: h, 2: s6},
    (3, 0, 0): {0: t, 2: -math.sqrt(2 / 3)},
    (3, 1, 1): {1: h, 2: -h}, (3, -1, 1): {1: h, 2: h}, (3, 0, 2): {2: 1.0}}


def spherical_dipole(n_a, l_a, m_a, n_b, l_b, m_b):
    if abs(l_a - l_b) != 1:
        return 0.0
    return (angular(l_a, m_a, l_b, m_b)
            * radial_integral(n_a, l_a, n_b, l_b))


for (n, k, m), coefficients in expansion.items():
    for l in range(m, n):
        image = sum(c * spherical_dipole(n, l, m, n, j, m)
                    for j, c in coefficients.items())
        assert abs(image - 1.5 * n * k * coefficients.get(l, 0.0)) < 1e-10

spherical_intensity = {}
amplitude_rows = []
for (n_up, k_up, m_up), c_up in expansion.items():
    for (n_lo, k_lo, m_lo), c_lo in expansion.items():
        if (n_up, n_lo) != (3, 2) or abs(m_up - m_lo) > 1:
            continue
        amp = sum(a * b * spherical_dipole(2, j, m_lo, 3, l, m_up)
                  for l, a in c_up.items() for j, b in c_lo.items())
        amp /= float(unit)
        pol = "pi" if m_up == m_lo else "sigma"
        shift = 3 * k_up - 2 * k_lo
        count = multiplicity(m_up, m_lo)
        key = (pol, shift)
        spherical_intensity[key] = (spherical_intensity.get(key, 0.0)
                                    + count * amp**2)
        if shift >= 0:
            amplitude_rows.append((pol, shift, k_up, m_up, k_lo, m_lo,
                                   abs(amp), count))
for key, value in intensity.items():
    assert abs(spherical_intensity[key] - float(value)) < 1e-8
radial_total = (radial["R(2s,3p)"]**2 + radial["R(2p,3s)"]**2
                + 2 * radial["R(2p,3d)"]**2) / 3 / float(scale)
assert abs(radial_total - float(total["pi"])) < 1e-8

# ---- Road 3: diagonalization including the field, Laguerre basis ----
BASIS_SIZE, L_MAX, TWO_LAMBDA = 16, 5, 2 / 3
grid, grid_weight = np.polynomial.laguerre.laggauss(40)


def radial_basis(l):
    """Polynomial parts of basis functions and of their derivatives."""
    values, slopes = [], []
    for j in range(BASIS_SIZE):
        norm = math.exp(0.5 * (math.lgamma(j + 2*l + 3) - math.lgamma(j + 1)))
        lag = eval_genlaguerre(j, 2*l + 2, grid)
        dlag = -eval_genlaguerre(j - 1, 2*l + 3, grid) if j else 0 * grid
        p = grid**(l + 1) * lag / norm
        dp = grid**l * ((l + 1) * lag + grid * dlag) / norm
        values.append(p)
        slopes.append(dp - p / 2)
    return np.array(values), np.array(slopes)


basis = [radial_basis(l) for l in range(L_MAX + 1)]


def free_hamiltonian(l):
    p, d = basis[l]
    kinetic = 0.5 * TWO_LAMBDA**2 * (d * grid_weight) @ d.T
    potential = (0.5 * l * (l + 1) * TWO_LAMBDA**2 / grid**2
                 - TWO_LAMBDA / grid)
    return kinetic + (p * grid_weight * potential) @ p.T


def dipole_matrix(m_a, m_b):
    rows = []
    for l_a in range(m_a, L_MAX + 1):
        row = []
        for l_b in range(m_b, L_MAX + 1):
            block = np.zeros((BASIS_SIZE, BASIS_SIZE))
            if abs(l_a - l_b) == 1:
                block = (angular(l_a, m_a, l_b, m_b) / TWO_LAMBDA
                         * (basis[l_a][0] * grid_weight * grid)
                         @ basis[l_b][0].T)
            row.append(block)
        rows.append(row)
    return np.block(rows)


free_blocks = [free_hamiltonian(l) for l in range(L_MAX + 1)]
dipoles = {(a, b): dipole_matrix(a, b) for a in range(3) for b in range(3)
           if abs(a - b) <= 1}


def finite_field(field):
    """Intensities and largest departure from linear n=2,3 level shifts."""
    vectors, departure = {}, 0.0
    for m in range(3):
        size = BASIS_SIZE * (L_MAX + 1 - m)
        matrix = np.zeros((size, size))
        for i, l in enumerate(range(m, L_MAX + 1)):
            part = slice(i * BASIS_SIZE, (i + 1) * BASIS_SIZE)
            matrix[part, part] = free_blocks[l]
        matrix += field * dipoles[m, m]
        energies, vecs = np.linalg.eigh((matrix + matrix.T) / 2)
        for n in (2, 3):
            if m >= n:
                continue
            selected = np.where(abs(energies + 0.5 / n**2) < 1.5e-3)[0]
            assert len(selected) == n - m
            for i, index in enumerate(selected):
                k = -(n - 1 - m) + 2 * i
                vectors[n, k, m] = vecs[:, index]
                linear = -0.5 / n**2 + 1.5 * n * k * field
                departure = max(departure, abs(energies[index] - linear))
    result = {}
    for (n_up, k_up, m_up), v_up in vectors.items():
        for (n_lo, k_lo, m_lo), v_lo in vectors.items():
            if (n_up, n_lo) != (3, 2) or abs(m_up - m_lo) > 1:
                continue
            pol = "pi" if m_up == m_lo else "sigma"
            key = (pol, 3 * k_up - 2 * k_lo)
            amp = v_lo @ dipoles[m_lo, m_up] @ v_up
            result[key] = (result.get(key, 0.0)
                           + multiplicity(m_up, m_lo) * amp**2 / float(scale))
    return result, departure


def largest_deviation(result):
    return max(abs(result[key] - float(intensity[key])) for key in intensity)


field_si = 1.0e7
field_au = field_si / sc.physical_constants["atomic unit of electric field"][0]
weak_result, _ = finite_field(1e-7)
field_result, level_departure = finite_field(field_au)
half_result, half_departure = finite_field(field_au / 2)
weak_deviation = largest_deviation(weak_result)
deviation_ratio = largest_deviation(field_result) / largest_deviation(half_result)
assert weak_deviation < 0.5      # resolves the integer intensities
assert 1.8 < deviation_ratio < 2.2   # leading correction is linear in field
assert 3.6 < level_departure / half_departure < 4.4   # quadratic level shift

# ---- Scales of the worked example ----
hartree_cm = 2 * sc.Rydberg / 100
stark_unit_cm = 1.5 * field_au * hartree_cm


def fine_structure_spread(n):
    """Dirac energy spread of a shell in cm^-1, fixed nucleus."""
    def energy(j):
        kappa = j + 0.5
        effective = n - kappa + math.sqrt(kappa**2 - sc.alpha**2)
        return 1 / (sc.alpha**2 * math.sqrt(1 + (sc.alpha / effective)**2))
    return (energy(n - 0.5) - energy(0.5)) * hartree_cm


spreads = {n: fine_structure_spread(n) for n in (2, 3)}
assert max(spreads.values()) < 0.1 * stark_unit_cm
assert level_departure * hartree_cm < 0.1 * stark_unit_cm

print(f"Field: {field_si:.1e} V/m")
print(f"Field in atomic units: {field_au:.5e}")
print(f"Displacement unit (3/2)ea0F: {stark_unit_cm:.4f} cm^-1")
print(f"Unperturbed line, fixed nucleus: {5/72*hartree_cm:.2f} cm^-1")
print(f"Amplitude unit u = {unit} a0 = {float(unit):.6f} a0")
print(f"Radial unit q = {5*unit} a0 = {q:.6f} a0")
for name, value in radial.items():
    print(f"{name} = {value:.6f} a0; (R/q)^2 = {(value/q)**2:.4f}")
print("Amplitudes |a| in u; count includes reversed m")
for pol, shift, ku, mu, kl, ml, amp, count in sorted(amplitude_rows):
    print(f"{pol} D={shift}: k,m {ku},{mu}->{kl},{ml}; |a|={amp:.4f}; "
          f"a^2={amp**2:.2f}; count={count}")
print("Intensities in u^2 and displacements")
for (pol, shift) in EXPECTED:
    print(f"{pol} |D|={shift}: I={intensity[pol, shift]}; "
          f"shift={shift*stark_unit_cm:.3f} cm^-1")
print(f"Totals, both sides: pi {total['pi']}, sigma {total['sigma']} u^2")
print(f"Sums of listed values: pi {one_side['pi']}, "
      f"sigma {one_side['sigma']} u^2")
print(f"Total from radial integrals: {radial_total:.4f} u^2")
print(f"Upper k=2,m=0 alone: pi {single_upper['pi']}, "
      f"sigma {single_upper['sigma']} u^2")
for n, spread in spreads.items():
    print(f"Fine-structure spread n={n}: {spread:.4f} cm^-1")
print(f"Largest nonlinear level shift: {level_departure*hartree_cm:.4f} cm^-1")
print(f"Finite field, pi D=+4: {field_result['pi', 4]:.2f} u^2")
print(f"Finite field, pi D=-4: {field_result['pi', -4]:.2f} u^2")
print(f"Largest intensity deviation at 1e-7 au: {weak_deviation:.4f} u^2")
print(f"Deviation ratio, full to half field: {deviation_ratio:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
Field: 1.0e+07 V/m
Field in atomic units: 1.94469e-05
Displacement unit (3/2)ea0F: 6.4022 cm^-1
Unperturbed line, fixed nucleus: 15241.29 cm^-1
Amplitude unit u = 3456/78125 a0 = 0.044237 a0
Radial unit q = 3456/15625 a0 = 0.221184 a0
R(2s,3p) = 3.064815 a0; (R/q)^2 = 192.0000
R(2p,3s) = 0.938404 a0; (R/q)^2 = 18.0000
R(2p,3d) = 4.747992 a0; (R/q)^2 = 460.8000
Amplitudes |a| in u; count includes reversed m
pi D=2: k,m 0,0->-1,0; |a|=27.0000; a^2=729.00; count=1
pi D=3: k,m 1,1->0,1; |a|=33.9411; a^2=1152.00; count=2
pi D=4: k,m 2,0->1,0; |a|=41.0000; a^2=1681.00; count=1
pi D=8: k,m 2,0->-1,0; |a|=1.0000; a^2=1.00; count=1
sigma D=0: k,m 0,0->0,1; |a|=21.0000; a^2=441.00; count=2
sigma D=0: k,m 0,2->0,1; |a|=48.0000; a^2=2304.00; count=2
sigma D=1: k,m 1,1->1,0; |a|=31.1127; a^2=968.00; count=2
sigma D=5: k,m 1,1->-1,0; |a|=2.8284; a^2=8.00; count=2
sigma D=6: k,m 2,0->0,1; |a|=3.0000; a^2=9.00; count=2
Intensities in u^2 and displacements
pi |D|=2: I=729; shift=12.804 cm^-1
pi |D|=3: I=2304; shift=19.206 cm^-1
pi |D|=4: I=1681; shift=25.609 cm^-1
pi |D|=8: I=1; shift=51.217 cm^-1
sigma |D|=0: I=5490; shift=0.000 cm^-1
sigma |D|=1: I=1936; shift=6.402 cm^-1
sigma |D|=5: I=16; shift=32.011 cm^-1
sigma |D|=6: I=18; shift=38.413 cm^-1
Totals, both sides: pi 9430, sigma 9430 u^2
Sums of listed values: pi 4715, sigma 7460 u^2
Total from radial integrals: 9430.0000 u^2
Upper k=2,m=0 alone: pi 1682, sigma 18 u^2
Fine-structure spread n=2: 0.3652 cm^-1
Fine-structure spread n=3: 0.1443 cm^-1
Largest nonlinear level shift: 0.0723 cm^-1
Finite field, pi D=+4: 1682.12 u^2
Finite field, pi D=-4: 1679.84 u^2
Largest intensity deviation at 1e-7 au: 0.0152 u^2
Deviation ratio, full to half field: 2.0094
ALL CHECKS PASSED
```
